# Wigner's explicit sum for d^j_m'm(β) from rotated spinor monomials: test program

```python
"""
Result under test: Wigner's explicit sum for
    d^j_{m'm}(beta) = <j m'| exp(-i beta J_y) |j m>    (hbar = 1),
    sum_k (-1)^(m'-m+k) sqrt[(j+m)!(j-m)!(j+m')!(j-m')!]
          / [k! (j+m-k)! (m'-m+k)! (j-m'-k)!]
          * c^(2j+m-m'-2k) * s^(m'-m+2k),
with c = cos(beta/2), s = sin(beta/2) and
max(0, m-m') <= k <= min(j+m, j-m').
j, m: spin and initial projection; m': final projection; beta: angle.
Integers used in the code: n = 2j, up = j+m, down = j-m,
up_f = j+m', down_f = j-m'. Matrices are ordered from m = j to m = -j.
u, v: basis spinors with spin up and spin down along z.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import expm
from scipy.special import eval_legendre


def k_range(n, up_f, up):
    return range(max(0, up - up_f), min(up, n - up_f) + 1)


def powers(n, up_f, up, k):
    """Exponents of c and s in the term labelled k."""
    return n + up - up_f - 2 * k, up_f - up + 2 * k


def wigner_terms(n, up_f, up, c, s, root=math.sqrt):
    f = math.factorial
    norm = root(f(up) * f(n - up) * f(up_f) * f(n - up_f))
    terms = []
    for k in k_range(n, up_f, up):
        flips = up_f - up + k
        denominator = f(k) * f(up - k) * f(flips) * f(n - up_f - k)
        pc, ps = powers(n, up_f, up, k)
        terms.append((-1) ** flips * norm / denominator * c**pc * s**ps)
    return terms


def wigner_matrix(n, beta):
    c, s = math.cos(beta / 2), math.sin(beta / 2)
    return np.array([[sum(wigner_terms(n, n - row, n - col, c, s))
                      for col in range(n + 1)] for row in range(n + 1)])


def j_y_matrix(n):
    raising = np.zeros((n + 1, n + 1))
    for down in range(1, n + 1):
        raising[down - 1, down] = math.sqrt(down * (n - down + 1))
    return (raising - raising.T) / 2j


# Explicit sum against the matrix exponential that defines d.
error_expm = 0.0
for n in range(13):
    for angle in (-2.1, 0.0, 0.7, math.pi / 3, math.pi, 4.0, 2 * math.pi, 7.5):
        exact = expm(-1j * angle * j_y_matrix(n))
        error_expm = max(error_expm, np.abs(wigner_matrix(n, angle) - exact).max())
assert error_expm < 1e-11

# Differential operators on monomials: ladder elements and commutator.
u, v, b, C, S = sp.symbols("u v beta C S", positive=True)


def raise_op(p):
    return u * sp.diff(p, v)


def lower_op(p):
    return v * sp.diff(p, u)


def z_op(p):
    return (u * sp.diff(p, u) - v * sp.diff(p, v)) / 2


def state(up, down):
    return u**up * v**down / sp.sqrt(sp.factorial(up) * sp.factorial(down))


for n in range(1, 6):
    for up in range(n + 1):
        down = n - up
        psi = state(up, down)
        higher = sp.sqrt(down * (up + 1)) * state(up + 1, down - 1) if down else 0
        lower = sp.sqrt(up * (down + 1)) * state(up - 1, down + 1) if up else 0
        assert sp.simplify(raise_op(psi) - higher) == 0
        assert sp.simplify(lower_op(psi) - lower) == 0
        assert sp.simplify(z_op(psi) - sp.Rational(up - down, 2) * psi) == 0
g = sp.Function("g")(u, v)
assert sp.expand((raise_op(lower_op(g)) - lower_op(raise_op(g))
                  - 2 * z_op(g)).doit()) == 0
assert sp.expand((z_op(raise_op(g)) - raise_op(z_op(g)) - raise_op(g)).doit()) == 0
assert sp.expand((z_op(lower_op(g)) - lower_op(z_op(g)) + lower_op(g)).doit()) == 0

# The product of rotated spinors obeys d(image)/d(beta) = -i J_y image.
cb, sb = sp.cos(b / 2), sp.sin(b / 2)
for up, down in ((3, 2), (1, 3), (4, 0)):
    image = (cb * u + sb * v)**up * (-sb * u + cb * v)**down
    generator = -(raise_op(image) - lower_op(image)) / 2
    assert sp.expand(sp.diff(image, b) - generator) == 0
    assert sp.expand(image.subs(b, 0) - u**up * v**down) == 0

# Powers found by polynomial expansion against the stated limits of k.
for n in range(1, 6):
    for up in range(n + 1):
        product = sp.Poly(sp.expand((C * u + S * v)**up
                                    * (-S * u + C * v)**(n - up)), u, v)
        for up_f in range(n + 1):
            coefficient = product.coeff_monomial(u**up_f * v**(n - up_f))
            found = set(sp.Poly(coefficient, C, S).monoms())
            stated = {powers(n, up_f, up, k) for k in k_range(n, up_f, up)}
            assert found == stated
            assert len(found) == 1 + min(up, n - up, up_f, n - up_f)

# Worked example: j = 5/2, m = 1/2, m' = -1/2, beta = 60 degrees.
n, up, up_f = 5, 3, 2
j, m, m_f = n / 2, up - n / 2, up_f - n / 2
beta = math.radians(60)
c, s = math.cos(beta / 2), math.sin(beta / 2)
d = wigner_matrix(n, beta)

# Five separate spins 1/2, each rotated, projected on symmetric states.
sigma_y = np.array([[0, -1j], [1j, 0]])
single = expm(-0.5j * beta * sigma_y)
assert np.allclose(single, [[c, -s], [s, c]], atol=1e-14)
many = np.eye(1)
for _ in range(n):
    many = np.kron(many, single)
symmetric = np.zeros((2**n, n + 1))
for index in range(2**n):
    down = bin(index).count("1")
    symmetric[index, down] = 1 / math.sqrt(math.comb(n, down))
error_spins = np.abs(symmetric.T @ many @ symmetric - d).max()
assert error_spins < 1e-12

# Sign convention: without (-1)^(m'-m) the sum describes exp(+i beta J_y).
checker = np.array([[(-1) ** (row + col) for col in range(n + 1)]
                    for row in range(n + 1)])
inverse = expm(1j * beta * j_y_matrix(n))
assert np.allclose(checker * d, inverse, atol=1e-12)
assert np.allclose(d.T, inverse, atol=1e-12)
assert np.allclose(wigner_matrix(n, -beta), inverse, atol=1e-12)

# Special angles for integer and half-integer j.
for size in range(8):
    flip = np.zeros((size + 1, size + 1))
    for down in range(size + 1):
        flip[size - down, down] = (-1) ** down
    assert np.allclose(wigner_matrix(size, 0.0), np.eye(size + 1), atol=1e-12)
    assert np.allclose(wigner_matrix(size, math.pi), flip, atol=1e-12)
    assert np.allclose(wigner_matrix(size, beta + 2 * math.pi),
                       (-1) ** size * wigner_matrix(size, beta), atol=1e-12)

# Probabilities and mean projection of the rotated state.
column = d[:, n - up]
probability = column**2
projections = j - np.arange(n + 1)
mean_jz = float(projections @ probability)
assert abs(probability.sum() - 1) < 1e-12
assert abs(mean_jz - m * math.cos(beta)) < 1e-12

# Cancellation for j = 40, m = m' = 0, against the Legendre polynomial.
big_j = 40
double_terms = wigner_terms(2 * big_j, big_j, big_j, c, s)
legendre = float(eval_legendre(big_j, math.cos(beta)))
with mp.workdps(50):
    half = mp.pi / 6
    precise = float(mp.fsum(wigner_terms(2 * big_j, big_j, big_j,
                                         mp.cos(half), mp.sin(half), mp.sqrt)))
largest = max(abs(t) for t in double_terms)
double_error = abs(sum(double_terms) - precise)
assert abs(precise - legendre) < 1e-11
assert largest > 1e8 * abs(precise)
assert double_error > 1e-11

print(f"j = {j}, m = {m}, m' = {m_f} (units of hbar)")
print(f"beta = {math.degrees(beta):.1f} degrees")
print(f"c = cos(beta/2) = {c:.6f} (dimensionless)")
print(f"s = sin(beta/2) = {s:.6f} (dimensionless)")
ks = list(k_range(n, up_f, up))
print(f"limits of k: {ks[0]} to {ks[-1]}; number of terms: {len(ks)}")
terms = wigner_terms(n, up_f, up, c, s)
for k, term in zip(ks, terms):
    pc, ps = powers(n, up_f, up, k)
    factor = term / (c**pc * s**ps)
    print(f"k = {k}: factor {factor:+.4f}, c^{pc} s^{ps}, term {term:+.6f}")
print(f"sum of terms, d(60 degrees) = {sum(terms):+.6f} (dimensionless)")
for angle in (-60, 420):
    value = wigner_matrix(n, math.radians(angle))[n - up_f, n - up]
    print(f"same element, d({angle} degrees) = {value:+.6f} (dimensionless)")
print("rotated state: m' (hbar), amplitude, probability")
for projection, amplitude, chance in zip(projections, column, probability):
    print(f"  {projection:+.1f}  {amplitude:+.6f}  {chance:.6f}")
print(f"sum of probabilities = {probability.sum():.6f} (dimensionless)")
print(f"mean J_z from probabilities = {mean_jz:.6f} hbar")
print(f"m cos(beta) = {m * math.cos(beta):.6f} hbar")
print(f"largest deviation from matrix exponential, j <= 6: {error_expm:.1e}")
print(f"largest deviation from five rotated spins 1/2: {error_spins:.1e}")
print(f"j = {big_j}, m = m' = 0, beta = 60 degrees (dimensionless):")
print(f"  largest term in magnitude = {largest:.3e}")
print(f"  sum with 50-digit arithmetic = {precise:.10f}")
print(f"  Legendre polynomial = {legendre:.10f}")
print(f"  error of double-precision sum = {double_error:.1e}")
print("verified")
```

Printed output:

```
j = 2.5, m = 0.5, m' = -0.5 (units of hbar)
beta = 60.0 degrees
c = cos(beta/2) = 0.866025 (dimensionless)
s = sin(beta/2) = 0.500000 (dimensionless)
limits of k: 1 to 3; number of terms: 3
k = 1: factor +3.0000, c^4 s^1, term +0.843750
k = 2: factor -6.0000, c^2 s^3, term -0.562500
k = 3: factor +1.0000, c^0 s^5, term +0.031250
sum of terms, d(60 degrees) = +0.312500 (dimensionless)
same element, d(-60 degrees) = -0.312500 (dimensionless)
same element, d(420 degrees) = -0.312500 (dimensionless)
rotated state: m' (hbar), amplitude, probability
  +2.5  +0.513490  0.263672
  +1.5  -0.397748  0.158203
  +0.5  -0.324760  0.105469
  -0.5  +0.312500  0.097656
  -1.5  +0.535826  0.287109
  -2.5  +0.296464  0.087891
sum of probabilities = 1.000000 (dimensionless)
mean J_z from probabilities = 0.250000 hbar
m cos(beta) = 0.250000 hbar
largest deviation from matrix exponential, j <= 6: 2.3e-15
largest deviation from five rotated spins 1/2: 2.2e-16
j = 40, m = m' = 0, beta = 60 degrees (dimensionless):
  largest term in magnitude = 1.134e+09
  sum with 50-digit arithmetic = -0.0954294352
  Legendre polynomial = -0.0954294352
  error of double-precision sum = 1.1e-07
verified
```
